**Dipole fluctuations and permittivity under conducting Ewald boundaries**

For a classical, isotropic, nonpolarizable medium, the program tests $k=1+{\rm var}(\mathbf M)/(3\epsilon_0Vk_BT)$, where $k$ is the static relative permittivity, $\mathbf M$ the total dipole of the periodic cell, $V$ its volume, $T$ the temperature, $k_B$ the Boltzmann constant and $\epsilon_0$ the vacuum permittivity. It asserts that the tin-foil Ewald field differs from an explicit spherical sum by the depolarizing field, and it solves the boundary conditions of a polarized sphere symbolically. For a lattice of harmonically bound charges, it asserts that fluctuations in three kinds of surroundings reproduce the permittivity from the Lorentz local field, and that transverse and longitudinal fluctuations at a small wave vector agree with it within one per cent. For eight rigid dipoles with six orientations each, all states are summed, and the fluctuations and the polarization induced by a weak field both give $k=2.143$. In a strong field, the slope of the polarization is asserted to match the variance with the mean subtracted. Monte Carlo for 64 dipoles gives $2.246\pm0.003$ with conducting surroundings and $2.251\pm0.004$ from converted vacuum data, while the unconverted vacuum data would give $1.883$. The difference between 8 and 64 dipoles shows that the smaller cell does not represent the bulk.

## Check in Python

```python
"""
Result under test: for a classical, isotropic medium of rigid charges in a
periodic cell with conducting (tin-foil) Ewald surroundings,
    k = 1 + var(M) / (3 epsilon_0 V k_B T),
M = total cell dipole, var(M) = <M.M> - <M>.<M>, V = cell volume,
T = temperature, k = static relative permittivity.
Reduced units inside: length = site spacing a, dipole = mu, energy = k_B T.
coupling = mu^2/(4 pi epsilon_0 a^3 k_B T).
A field tensor gives the field of a unit dipole without 1/(4 pi epsilon_0).
"""
import itertools
import numpy as np
import sympy as sp
from scipy.special import erfc
from scipy.constants import epsilon_0, k as k_B

PI = np.pi
IDENTITY = np.eye(3)


def integer_grid(limits):
    axes = [np.arange(-m, m + 1) for m in limits]
    return np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)


def ewald_tensor(displacement, box):
    """Tin-foil field tensor of a periodic dipole; own direct field excluded."""
    box = np.array(box, float)
    eta = 1.2
    images = integer_grid(np.ceil(5 / box).astype(int) + 1) * box
    R = images + displacement
    dist2 = np.sum(R**2, axis=1)
    R = R[dist2 > 1e-12]
    dist2 = dist2[dist2 > 1e-12]
    dist = np.sqrt(dist2)
    gauss = 2 * eta / np.sqrt(PI) * np.exp(-eta**2 * dist2) / dist2
    B = erfc(eta * dist) / dist**3 + gauss
    C = 3 * erfc(eta * dist) / dist**5 + gauss * (2 * eta**2 + 3 / dist2)
    tensor = (R * C[:, None]).T @ R - B.sum() * IDENTITY
    G = integer_grid(np.ceil(14 * box / (2 * PI)).astype(int)) * 2 * PI / box
    G2 = np.sum(G**2, axis=1)
    G, G2 = G[G2 > 1e-12], G2[G2 > 1e-12]
    weight = np.exp(-G2 / (4 * eta**2)) / G2 * np.cos(G @ displacement)
    tensor -= 4 * PI / np.prod(box) * (G * weight[:, None]).T @ G
    if np.allclose(displacement, 0):
        tensor += 4 * eta**3 / (3 * np.sqrt(PI)) * IDENTITY
    return tensor


def lattice_tensors(box):
    """Field tensors T[i, a, j, b] between all sites of a simple cubic box."""
    sites = np.array(list(itertools.product(*[range(m) for m in box])))
    table = np.array([ewald_tensor(r.astype(float), box) for r in sites])
    delta = (sites[:, None, :] - sites[None, :, :]) % np.array(box)
    index = (delta[..., 0] * box[1] + delta[..., 1]) * box[2] + delta[..., 2]
    return table[index].transpose(0, 2, 1, 3), sites


def k_from_fluctuation(s, surroundings):
    """Permittivity from s = var(M)/(3 eps0 V kT), finite surroundings."""
    e = surroundings
    return (2 * e + 1 + 2 * e * s) / (2 * e + 1 - s)


# ---- Ewald tensor against an explicit sum over spherically ordered images
def spherical_sum(displacement, s):
    n = integer_grid([50, 50, 50]).astype(float)
    cutoff = np.exp(-s * np.sum(n**2, axis=1))
    R = n + displacement
    d2 = np.sum(R**2, axis=1)
    return ((R * (3 * cutoff / d2**2.5)[:, None]).T @ R
            - np.sum(cutoff / d2**1.5) * IDENTITY)


probe = np.array([0.5, 0.3, 0.2])
explicit = 2 * spherical_sum(probe, 0.01) - spherical_sum(probe, 0.02)
shift = ewald_tensor(probe, (1, 1, 1)) - explicit
# tolerance: the extrapolated smooth cutoff leaves an error of second order
assert np.allclose(shift, 4 * PI / 3 * IDENTITY, atol=1e-3)
surface_shift = np.trace(shift) / 3

# ---- polarized sphere: solve the boundary conditions symbolically
E_in, B_out, E_ext, P, e_s, k_sym = sp.symbols("E_in B_out E_ext P e_s k")
solution = sp.solve([sp.Eq(-E_in, -E_ext + B_out),
                     sp.Eq(E_in + P, e_s * (E_ext + 2 * B_out))],
                    [E_in, B_out], dict=True)[0]
inside = solution[E_in]                     # P is in units of epsilon_0
cavity = inside.subs(P, 0)
assert sp.simplify(inside - cavity + P / (2 * e_s + 1)) == 0
P_linear = sp.solve(sp.Eq(P, (k_sym - 1) * inside), P)[0]
s_sym = P_linear / cavity
assert sp.simplify(k_from_fluctuation(s_sym, e_s) - k_sym) == 0

# ---- Gaussian lattice: harmonically bound rigid charges
alpha = 0.08                                # response volume / a^3
k_lorentz = (1 + 8 * PI * alpha / 3) / (1 - 4 * PI * alpha / 3)
T8, sites8 = lattice_tensors((2, 2, 2))


def gaussian_s(surface):
    T = T8 - surface * 4 * PI / 8 * IDENTITY[None, :, None, :]
    covariance = np.linalg.inv(np.eye(24) / alpha - T.reshape(24, 24))
    total = covariance.reshape(8, 3, 8, 3).sum(axis=(0, 2))
    return 4 * PI * np.trace(total) / (3 * 8)


k_gauss_tin = 1 + gaussian_s(0.0)
k_gauss_vac = k_from_fluctuation(gaussian_s(1 / 3), 1)
k_gauss_four = k_from_fluctuation(gaussian_s(1 / 9), 4)
assert np.allclose([k_gauss_tin, k_gauss_vac, k_gauss_four], k_lorentz,
                   rtol=1e-8)

length = 40
T_long, sites_long = lattice_tensors((1, 1, length))
size = 3 * length
cov_long = np.linalg.inv(np.eye(size) / alpha - T_long.reshape(size, size))
cov_long = cov_long.reshape(length, 3, length, 3)
wave = np.exp(2j * PI * sites_long[:, 2] / length)
transverse = (wave.conj() @ cov_long[:, 0, :, 0] @ wave).real
longitudinal = (wave.conj() @ cov_long[:, 2, :, 2] @ wave).real
k_transverse = 1 + 4 * PI * transverse / length
k_longitudinal = 1 / (1 - 4 * PI * longitudinal / length)
# tolerance: the smallest wave vector is finite, error quadratic in it
assert abs(k_transverse / k_lorentz - 1) < 0.01
assert abs(k_longitudinal / k_lorentz - 1) < 0.01

# ---- rigid dipoles with six orientations: exact enumeration of 8 sites
mu, spacing, temperature = 6e-30, 0.7e-9, 300.0
kT = k_B * temperature
coupling = mu**2 / (4 * PI * epsilon_0 * spacing**3 * kT)
volume8 = 8 * spacing**3
states = np.vstack([IDENTITY, -IDENTITY])
energy = np.zeros((6,) * 8)
moment = np.zeros((3,) + (6,) * 8)
for i in range(8):
    shape = [1] * 8
    shape[i] = 6
    for c in range(3):
        moment[c] += states[:, c].reshape(shape)
    for j in range(i + 1, 8):
        pair_shape = shape.copy()
        pair_shape[j] = 6
        pair = -coupling * states @ T8[i, :, j, :] @ states.T
        energy += pair.reshape(pair_shape)
energy = energy.ravel()
moment = moment.reshape(3, -1)


def exact_average(field, vacuum=False):
    """Mean and covariance of M/mu; field is mu E/(k_B T)."""
    exponent = -energy + np.asarray(field) @ moment
    if vacuum:
        exponent -= coupling * 4 * PI / (6 * 8) * np.sum(moment**2, axis=0)
    weight = np.exp(exponent - exponent.max())
    weight /= weight.sum()
    mean = moment @ weight
    return mean, (moment * weight) @ moment.T - np.outer(mean, mean)


mean0, cov0 = exact_average(np.zeros(3))
variance8 = np.trace(cov0) * mu**2
k8 = 1 + variance8 / (3 * epsilon_0 * volume8 * kT)
assert np.allclose(mean0, 0, atol=1e-9)

direction = np.array([1.0, 2.0, 2.0]) / 3
weak_field = 1e6
x = mu * weak_field / kT
induced = (exact_average(x * direction)[0]
           - exact_average(-x * direction)[0]) / 2
chi_vector = induced * mu / (volume8 * epsilon_0 * weak_field)
k8_response = 1 + chi_vector @ direction
# tolerance: cubic saturation is of relative order (mu E/kT)^2
assert np.allclose(chi_vector, (k8 - 1) * direction, atol=1e-5)

strong_fields = [1e8, 5e8]
k_secant = []
for field in strong_fields:
    m = exact_average([mu * field / kT, 0, 0])[0][0]
    k_secant.append(1 + m * mu / (volume8 * epsilon_0 * field))
x_bias = mu * strong_fields[-1] / kT
mean_bias, cov_bias = exact_average([x_bias, 0, 0])
step = 1e-3
slope = (exact_average([x_bias + step, 0, 0])[0][0]
         - exact_average([x_bias - step, 0, 0])[0][0]) / (2 * step)
assert abs(slope / cov_bias[0, 0] - 1) < 1e-5
unit_chi = mu**2 / (epsilon_0 * volume8 * kT)
k_diff_slope = 1 + unit_chi * slope
k_diff_variance = 1 + unit_chi * cov_bias[0, 0]
k_diff_no_subtraction = 1 + unit_chi * (cov_bias[0, 0] + mean_bias[0]**2)

s8_vac = np.trace(exact_average(np.zeros(3), True)[1]) * unit_chi / 3
k8_vac = k_from_fluctuation(s8_vac, 1)

# ---- heat-bath Monte Carlo with independent replicas
rng = np.random.default_rng(12345)


def monte_carlo(T, vacuum, replicas=1000, sweeps=120, burn=15):
    """Return s = var(M)/(3 eps0 V kT) and its standard error."""
    n = T.shape[0]
    field_tensor = T.copy()
    if vacuum:
        field_tensor -= 4 * PI / (3 * n) * IDENTITY[None, :, None, :]
    for site in range(n):                   # constant self energy removed
        field_tensor[site, :, site, :] = 0
    rows = coupling * field_tensor.reshape(n, 3, 3 * n)
    p = states[rng.integers(6, size=(n, replicas))]
    p = np.ascontiguousarray(p.transpose(0, 2, 1)).reshape(3 * n, replicas)
    square = np.zeros(replicas)
    for sweep in range(burn + sweeps):
        for site in range(n):
            local = rows[site] @ p
            cumulative = np.cumsum(np.exp(np.vstack([local, -local])), axis=0)
            draw = rng.random(replicas) * cumulative[-1]
            choice = np.sum(cumulative[:-1] < draw, axis=0)
            p[3 * site:3 * site + 3] = states[choice].T
        if sweep >= burn:                   # <M> = 0 by inversion symmetry
            total = p.reshape(n, 3, replicas).sum(axis=0)
            square += np.sum(total**2, axis=0)
    s = 4 * PI * coupling / (3 * n) * square / sweeps
    return s.mean(), s.std(ddof=1) / np.sqrt(replicas)


s8_mc, err8_mc = monte_carlo(T8, False)
assert abs(1 + s8_mc - k8) < 5 * err8_mc
T64, _ = lattice_tensors((4, 4, 4))
s64, err64 = monte_carlo(T64, False)
s64_vac, err_s64_vac = monte_carlo(T64, True)
k64 = 1 + s64
k64_vac = k_from_fluctuation(s64_vac, 1)
err64_vac = 9 / (3 - s64_vac)**2 * err_s64_vac
combined = np.hypot(err64, err64_vac)
# non-Gaussian bias falls as 1/N (factor 8); a factor 2 margin is allowed
assert abs(k64_vac - k64) < 4 * combined + abs(k8_vac - k8) / 4
assert k64 - (1 + s64_vac) > 10 * np.hypot(err64, err_s64_vac)

print(f"Ewald minus spherical sum, diagonal mean: {surface_shift:.5f} a^-3")
print(f"Expected shift 4 pi/3: {4 * PI / 3:.5f} a^-3")
print(f"Gaussian lattice, response volume: {alpha:.2f} a^3")
print(f"Gaussian lattice, k from Lorentz field: {k_lorentz:.5f} (no unit)")
print(f"Gaussian lattice, k tin-foil: {k_gauss_tin:.5f} (no unit)")
print(f"Gaussian lattice, k vacuum converted: {k_gauss_vac:.5f} (no unit)")
print(f"Gaussian lattice, k e_s=4 converted: {k_gauss_four:.5f} (no unit)")
print(f"Gaussian chain cell length: {length} a")
print(f"k from transverse fluctuation: {k_transverse:.5f} (no unit)")
print(f"k from longitudinal fluctuation: {k_longitudinal:.5f} (no unit)")
print(f"Rigid dipole mu: {mu:.2e} C m")
print(f"Lattice spacing a: {spacing * 1e9:.2f} nm")
print(f"Temperature: {temperature:.1f} K")
print(f"Thermal energy k_B T: {kT:.5e} J")
print(f"mu^2/(4 pi eps0 a^3 k_B T): {coupling:.5f} (no unit)")
print(f"Number of enumerated states: {energy.size} (count)")
print(f"8-site cell volume: {volume8:.5e} m^3")
print(f"8-site var(M)/mu^2: {np.trace(cov0):.5f} (no unit)")
print(f"8-site var(M): {variance8:.5e} C^2 m^2")
print(f"8-site rms M: {np.sqrt(variance8):.5e} C m")
print(f"k, independent dipoles: {1 + 4 * PI * coupling / 3:.5f} (no unit)")
print(f"k, 8 sites, fluctuations: {k8:.5f} (no unit)")
print(f"Weak test field: {weak_field:.1e} V/m")
print(f"k, 8 sites, induced polarization: {k8_response:.5f} (no unit)")
for field, value in zip(strong_fields, k_secant):
    print(f"1+P/(eps0 E) at E = {field:.1e} V/m: {value:.5f} (no unit)")
print(f"mu E/(k_B T) at strongest field: {x_bias:.5f} (no unit)")
print(f"Differential k there, slope: {k_diff_slope:.5f} (no unit)")
print(f"Differential k there, variance: {k_diff_variance:.5f} (no unit)")
print(f"Same without subtracting mean: {k_diff_no_subtraction:.5f} (no unit)")
print(f"8 sites, vacuum, misread as tin-foil k: {1 + s8_vac:.5f} (no unit)")
print(f"8 sites, vacuum, converted k: {k8_vac:.5f} (no unit)")
print(f"8 sites, Monte Carlo k: {1 + s8_mc:.4f} (no unit)")
print(f"8 sites, Monte Carlo standard error: {err8_mc:.4f} (no unit)")
print(f"64 sites, tin-foil k: {k64:.4f} (no unit)")
print(f"64 sites, tin-foil standard error: {err64:.4f} (no unit)")
print(f"64 sites, vacuum, misread k: {1 + s64_vac:.4f} (no unit)")
print(f"64 sites, misread standard error: {err_s64_vac:.4f} (no unit)")
print(f"64 sites, vacuum, converted k: {k64_vac:.4f} (no unit)")
print(f"64 sites, converted standard error: {err64_vac:.4f} (no unit)")
print("all assertions hold")
```

Printed output:

```
Ewald minus spherical sum, diagonal mean: 4.18879 a^-3
Expected shift 4 pi/3: 4.18879 a^-3
Gaussian lattice, response volume: 0.08 a^3
Gaussian lattice, k from Lorentz field: 2.51198 (no unit)
Gaussian lattice, k tin-foil: 2.51198 (no unit)
Gaussian lattice, k vacuum converted: 2.51198 (no unit)
Gaussian lattice, k e_s=4 converted: 2.51198 (no unit)
Gaussian chain cell length: 40 a
k from transverse fluctuation: 2.51272 (no unit)
k from longitudinal fluctuation: 2.51050 (no unit)
Rigid dipole mu: 6.00e-30 C m
Lattice spacing a: 0.70 nm
Temperature: 300.0 K
Thermal energy k_B T: 4.14195e-21 J
mu^2/(4 pi eps0 a^3 k_B T): 0.22774 (no unit)
Number of enumerated states: 1679616 (count)
8-site cell volume: 2.74400e-27 m^3
8-site var(M)/mu^2: 9.58541 (no unit)
8-site var(M): 3.45075e-58 C^2 m^2
8-site rms M: 1.85762e-29 C m
k, independent dipoles: 1.95397 (no unit)
k, 8 sites, fluctuations: 2.14302 (no unit)
Weak test field: 1.0e+06 V/m
k, 8 sites, induced polarization: 2.14302 (no unit)
1+P/(eps0 E) at E = 1.0e+08 V/m: 2.14379 (no unit)
1+P/(eps0 E) at E = 5.0e+08 V/m: 2.15576 (no unit)
mu E/(k_B T) at strongest field: 0.72430 (no unit)
Differential k there, slope: 2.16889 (no unit)
Differential k there, variance: 2.16889 (no unit)
Same without subtracting mean: 4.12776 (no unit)
8 sites, vacuum, misread as tin-foil k: 1.85377 (no unit)
8 sites, vacuum, converted k: 2.19340 (no unit)
8 sites, Monte Carlo k: 2.1414 (no unit)
8 sites, Monte Carlo standard error: 0.0027 (no unit)
64 sites, tin-foil k: 2.2462 (no unit)
64 sites, tin-foil standard error: 0.0031 (no unit)
64 sites, vacuum, misread k: 1.8828 (no unit)
64 sites, misread standard error: 0.0022 (no unit)
64 sites, vacuum, converted k: 2.2509 (no unit)
64 sites, converted standard error: 0.0044 (no unit)
all assertions hold
```
